# Leakage through one oxide trap: best position and tunnelling exponent, part 2

A charge-trap memory cell stores electrons in a layer separated from the silicon channel by a tunnel oxide. An electron can tunnel out directly, or in two hops through a trap. The problem asks where a trap does most harm and how strongly its leakage depends on the oxide thickness.

The coordinate $z$ runs from the storage side, $z=0$, to the receiving side, $z=d$. The barrier has constant height $\varphi$ above the electron's energy. The trap sits at $z=x$ in the electron's path, with its level at that energy, and holds at most one electron. The storage side is kept full at this energy and the receiving side empty. For effective mass $m$ and a common prefactor $\nu$, the decay constant and the rates of the hop into the trap, the hop out of it and direct tunnelling are

$$\kappa=\frac{\sqrt{2m\varphi}}{\hbar},\qquad a=\nu e^{-2\kappa x},\qquad b=\nu e^{-2\kappa(d-x)},\qquad k_{\rm dir}=\nu e^{-2\kappa d}.$$

With $f$ the probability that the trap is filled, the steady rate through it is

$$f=\frac{a}{a+b},\qquad k=bf=\frac{ab}{a+b}.$$

Part (c) found

$$\frac1k=\frac1\nu\left[e^{2\kappa x}+e^{2\kappa(d-x)}\right],$$

$$x_{\rm best}=\frac d2,\qquad k_{\max}=\frac{\nu}{2}\,e^{-\kappa d},\qquad w=\frac{\operatorname{arcosh}2}{\kappa},$$

where $w$ is the full width at half maximum.

Part (e) tested $ab/(a+b)$ against a coherent wave calculation in units with $\hbar=m=1$, with barrier height $V=1$ and energy $E=0.4$ measured from the potential in the leads. The slopes in that test are the growth of $-\ln(\text{current})$ with the trap, and of $-\ln(\text{transmission})$ without it, per unit thickness. With lead wave number $k_0=\sqrt{2E}$, the hop prefactor there is

$$\nu_w=\frac{4k_0\kappa^3}{\kappa^2+k_0^2}.$$

The example has $d=5.0$ nm, $\varphi=2.5$ eV, $m=0.5\,m_e$ ($m_e$ is the free-electron mass) and $\nu=10^{13}\ {\rm s^{-1}}$. This gives $\kappa=5.728\ {\rm nm^{-1}}$, $2\kappa d=57.28$, $k_{\rm dir}=1.3\times10^{-12}\ {\rm s^{-1}}$, $k_{\max}=1.8\ {\rm s^{-1}}$ (mean time 0.55 s) and $w=0.23$ nm. Below, $k_B$ is the Boltzmann constant and $T$ the temperature.

### (g) Thickness for ten years

**Question.** Which thickness makes the mean time equal to ten years, for direct tunnelling and for a trap in the middle? Keep $\varphi$, $m$ and $\nu$ fixed.

**Solution.** Let $t$ be the required mean time. For direct tunnelling, $\nu e^{-2\kappa d}\,t=1$. Taking the logarithm gives

$$d_{\rm dir}=\frac{\ln(\nu t)}{2\kappa}.$$

For the trap, $(\nu/2)e^{-\kappa d}\,t=1$ gives

$$d_{\rm two}=\frac{\ln(\nu t/2)}{\kappa}.$$

Ten years are $3.156\times10^8$ s, so that

$$d_{\rm dir}=\frac{\ln(3.156\times10^{21})}{2\times5.728}\ {\rm nm}=4.3\ {\rm nm},\qquad
d_{\rm two}=\frac{\ln(1.578\times10^{21})}{5.728}\ {\rm nm}=8.5\ {\rm nm}.$$

The required thickness nearly doubles. It falls short of doubling because

$$\frac{d_{\rm two}}{d_{\rm dir}}=2\left[1-\frac{\ln2}{\ln(\nu t)}\right].$$

These thicknesses refer to one electron, and the second assumes that this electron has a trap in the middle of its path. They are not design values for the average charge of a cell.

### (h) Unequal prefactors and return hops

**Question.** How do the best position and the largest rate change if the hops have prefactors $\nu_1$ and $\nu_2$? What changes if a lone electron can hop back from the trap to its empty storage site?

**Solution.** For unequal prefactors,

$$\frac1k=\frac{e^{2\kappa x}}{\nu_1}+\frac{e^{2\kappa(d-x)}}{\nu_2}.$$

The derivative with respect to $x$ is $2\kappa$ times the first term minus $2\kappa$ times the second. It vanishes when the two terms are equal. The second derivative is $4\kappa^2$ times their sum and is positive, so this is the minimum. Equality means $e^{2\kappa(2x-d)}=\nu_1/\nu_2$, hence

$$x_{\rm best}=\frac d2+\frac{1}{4\kappa}\ln\frac{\nu_1}{\nu_2}.$$

The product of the two terms is $e^{2\kappa d}/(\nu_1\nu_2)$. Each of them therefore equals $e^{\kappa d}/\sqrt{\nu_1\nu_2}$ at the minimum, and

$$k_{\max}=\frac{\sqrt{\nu_1\nu_2}}2\,e^{-\kappa d}.$$

The trap moves towards the side with the slower prefactor, which shortens the slower hop. The exponent remains $\kappa d$. This holds while the best position lies inside the oxide, that is, for $|\ln(\nu_1/\nu_2)|<2\kappa d$.

Now consider one stored electron whose site stays empty after it has left. With aligned levels and equal prefactors, the return rate is $a$. Let $\tau_s$ be the mean time to reach the receiver from the storage site and $\tau_t$ the mean time from the trap. From storage, the electron first waits $1/a$. In the trap it waits $1/(a+b)$ and then returns with probability $a/(a+b)$:

$$\tau_s=\frac1a+\tau_t,\qquad \tau_t=\frac1{a+b}+\frac{a}{a+b}\,\tau_s .$$

Insert the second equation into the first and collect $\tau_s$ on the left. Its coefficient is $1-a/(a+b)=b/(a+b)$, so

$$\frac{b}{a+b}\,\tau_s=\frac1a+\frac1{a+b}.$$

Multiplication by $(a+b)/b$ gives

$$\tau_s=\frac{a+b}{ab}+\frac1b=\frac1a+\frac2b .$$

The return hops double the second waiting time. This is the same as using $\nu_1=\nu$ and $\nu_2=\nu/2$ in the result above. The best position moves towards the receiver by $\ln2/(4\kappa)=0.03$ nm, to 2.53 nm, and the largest rate falls by $\sqrt2$, to 0.71 of its former value. For a lone electron with its own empty site, return hops thus move the maximum slightly off the middle but leave the halved exponent unchanged. Return hops do not always cause such a shift. If the storage side is a reservoir held at filling $p<1$, then $df/dt=ap(1-f)-a(1-p)f-bf$ gives $k=p\,ab/(a+b)$, and the maximum stays in the middle. Conversely, if an electron of either spin can enter the empty trap, the entry rate is $2a$ and the maximum moves to 2.53 nm without any return hop.

### (i) A tilted barrier

**Question.** Charge in the cell produces a field in the oxide. Let the barrier fall linearly towards the receiver by a total $\Delta<\varphi$. Where is the most harmful trap now?

**Solution.** The barrier height at $z$ is $\varphi-\Delta z/d$, and the local decay constant is

$$\kappa(z)=\kappa\sqrt{1-\frac{\Delta z}{\varphi d}} .$$

The trial wave $\psi=\exp[-\int\kappa(z)dz]$ satisfies $\psi''=[\kappa(z)^2-\kappa'(z)]\psi$. It is a good solution when $|\kappa'(z)|\ll\kappa(z)^2$, which is the condition for a slowly varying barrier. The exponent of a hop is then twice the integral of $\kappa(z)$ over the hop. Define

$$S_1(x)=2\int_0^x\kappa(z)\,dz,\qquad S=2\int_0^d\kappa(z)\,dz .$$

For each position compared, the trap level is taken to lie at the electron's energy. With equal prefactors,

$$\frac1k=\frac1\nu\left[e^{S_1}+e^{S-S_1}\right].$$

This is the expression of part (c), with $2\kappa x$ replaced by $S_1$ and $2\kappa d$ by $S$. As $x$ goes from 0 to $d$, $S_1$ increases steadily from 0 to $S$. The maximum therefore lies where $S_1=S/2$, and $k_{\max}=(\nu/2)e^{-S/2}$. The best trap divides the tunnelling exponent into equal parts, and no longer the distance.

Integrating the square root gives

$$S=\frac{4\kappa d}{3}\,\frac{\varphi}{\Delta}\left[1-\left(1-\frac{\Delta}{\varphi}\right)^{3/2}\right].$$

A field of 1.0 MV/cm is 0.1 V/nm, so $\Delta=0.1\times5.0=0.50$ eV. The direct exponent falls from 57.28 to 54.31. The best position is 2.43 nm, slightly nearer to the storage side, where the barrier is higher. The largest rate grows by $e^{(57.28-54.31)/2}=4.4$. At the storage side $|\kappa'|/\kappa^2=\Delta/(2\varphi\kappa d)$ is about 0.003, so the barrier does vary slowly.

### (j) How far the numbers apply to a real cell

**Question.** Estimate how lattice relaxation changes the rate at 358 K. Then judge the other main assumptions.

**Solution.** When an electron enters or leaves a trap, the surrounding atoms settle into new positions. Describe them by one coordinate $q$, with energy $\lambda q^2$ before the hop and $\lambda(q-1)^2$ after it. The two minima are equal because the levels are aligned. The electron can hop without a change of energy where the curves cross. From $q^2=(q-1)^2$ follows $q=1/2$, and the crossing lies $\lambda/4$ above the minima. For classical atomic motion, the probability of reaching it brings a factor

$$g=e^{-\lambda/(4k_BT)} .$$

For a rough relaxation energy $\lambda=1.0$ eV and $k_BT=0.03085$ eV, $g=e^{-0.250/0.03085}=3.0\times10^{-4}$. If both hops are slowed by $g$, the middle remains the best position and the mean time grows from 0.55 s to about $1.8\times10^3$ s, half an hour. The ten-year thickness with a central trap becomes 7.1 nm instead of 8.5 nm. If the first hop alone is slowed, part (h) applies with $\nu_1/\nu_2=g$: the best position moves to 2.15 nm and the largest rate is multiplied by $\sqrt g=0.017$. Vibrations with quanta larger than $k_BT$ do not move classically, so $g$ gives a rough size: a single quantum mode of 0.06 eV gives about $6\times10^{-4}$, and one of 0.13 eV about $4\times10^{-3}$. The second hop ends in a band. If empty states reach 0.6 eV below the level, the electron can enter a lower state with less activation, and this hop is slowed less than by $g$, roughly by $10^{-3}$ to $10^{-1}$. A real cell then lies between the two cases, and for a central trap the rate factor is near $2g=6\times10^{-4}$.

The other estimates concern the 5 nm example, each with the remaining settings held fixed:

- With a mass of $0.4\,m_e$, the largest two-step rate is 21 times higher.
- If the trap level lies 0.1 eV above the electron and heat supplies the difference, the upward hop is slowed by $e^{-0.1/0.03085}=0.039$ in the absence of lattice relaxation. With the parabolas above, the activation rises from $\lambda/4$ to $(\lambda+0.1\ {\rm eV})^2/(4\lambda)$, and the factor relative to aligned levels is 0.18.
- If the trap is in the middle but displaced sideways by 1.0 nm, the first hop has length $\sqrt{2.5^2+1.0^2}$ nm. For equal decay in all directions, the rate is multiplied by 0.20.
- Thermal emission over the barrier, estimated as $\nu e^{-\varphi/k_BT}$, is $6\times10^{-23}\ {\rm s^{-1}}$ and negligible here. This refers to the oxide barrier only. Emission into the conduction band of the storage layer lies outside the model and needs far less energy: for an electron held 1.45 eV below that band edge the same estimate gives $4\times10^{-8}\ {\rm s^{-1}}$, much more than $k_{\rm dir}$. Such an electron has not yet crossed the oxide, but it can move within the storage layer.
- If the receiving band edge lies 3.1 eV below the oxide band edge, the electron arrives 0.6 eV above it. With the Fermi level at or below that edge, the occupation of the receiving states is below $e^{-0.6/k_BT}=3.6\times10^{-9}$, so they may be taken as empty.

A trap near the best position is also rare. Assume a uniform density of $10^{18}\ {\rm cm^{-3}}$, or $10^{-3}\ {\rm nm^{-3}}$, with all levels aligned. A disc of radius 1.0 nm and thickness $w$ in the middle of the oxide has the volume $\pi\times1.0^2\times0.23=0.72\ {\rm nm^3}$. It contains on average $7\times10^{-4}$ traps. Within this disc the mean time ranges from 0.55 s at the centre to about 8 s at the edge, and the region in which $k$ exceeds half its maximum has only about $0.28\ {\rm nm^3}$. At this density, few stored electrons have so fast a path. For hops without lattice relaxation, a spread of trap levels makes it rarer still; with relaxation of 1 eV, a central trap 0.2 eV below the electron leaks roughly two to five times faster than an aligned one. Times of the order of a second describe those few electrons and not the loss of the average charge. Slower paths are far more numerous. Counting all trap positions in the same model, with aligned levels, about 13% of the electrons at the storage interface are lost through a trap within ten years, or about 5% if both hops are slowed by $g$. Direct tunnelling takes 0.04% in that time.

In a real charge-trap cell the tunnel oxide is a few nanometres thick, and 5 nm is a reasonable size. The barrier height depends on how deeply the electron is held in the storage layer, and the mass and the prefactor are effective quantities. All three chosen values are rough; every rate here is proportional to $\nu$. The prefactor is especially uncertain. The expression $\nu_w$ of part (e), evaluated with the oxide values, the same mass in the receiver and an arrival energy of 0.6 eV, gives about $10^{16}\ {\rm s^{-1}}$ in one dimension. A point trap facing a plane gives a few $10^{14}\ {\rm s^{-1}}$. The field of 1.0 MV/cm is about one tenth of a rough breakdown field of 10 MV/cm. A stronger field matters much more: the largest rate grows about twentyfold at 2 MV/cm and about a hundredfold at 3 MV/cm. Some cells use a stack of different layers in place of a single oxide, and then the barrier is not constant. For an electron with a trap at mid-depth, lattice relaxation is the largest of the corrections estimated in this part: it lowers the rate by a factor of about 3000 if it slows both hops, the levels are aligned and the atoms move classically. The absolute times may therefore be wrong by several powers of ten. The halved exponent is less sensitive: it survives unequal prefactors, return hops and a tilted barrier under the conditions given in (h) and (i). It describes the rate of a path, not the fraction of electrons lost in a fixed time: in the count above, the ten-year loss falls only from 13% at 5 nm to about 8% at 6 nm and 4% at 7 nm. The numerical output below gives the main values.

## Calculated quantities

```
Wave test (hbar = m = 1), thickness 12, kappa: 1.0954
Wave test: best trap position = 6.00
Wave test: largest relative error = 4.8e-04
Wave test: two-step slope / kappa = 0.9998
Wave test: direct slope / kappa = 2.0000
Barrier = 2.5 eV, mass = 0.5 m_e, d = 5.0 nm
Prefactor = 1e+13 1/s, temperature = 358 K
kT = 0.03085 eV
kappa = 5.7279 1/nm
Direct exponent 2 kappa d = 57.279
Two-step exponent kappa d = 28.639
x = 0.5 nm: a = 3.254e+10, b = 4.090e-10, k = 4.090e-10 1/s, filling = 1.000e+00
x = 1.5 nm: a = 3.445e+05, b = 3.863e-05, k = 3.863e-05 1/s, filling = 1.000e+00
x = 2.0 nm: a = 1.121e+03, b = 1.187e-02, k = 1.187e-02 1/s, filling = 1.000e+00
x = 2.5 nm: a = 3.648e+00, b = 3.648e+00, k = 1.824e+00 1/s, filling = 5.000e-01
x = 3.0 nm: a = 1.187e-02, b = 1.121e+03, k = 1.187e-02 1/s, filling = 1.059e-05
x = 3.5 nm: a = 3.863e-05, b = 3.445e+05, k = 3.863e-05 1/s, filling = 1.121e-10
x = 4.5 nm: a = 4.090e-10, b = 3.254e+10, k = 4.090e-10 1/s, filling = 1.257e-20
Best position = 2.5000 nm
Half-maximum full width = 0.2299 nm
Two-step: rate 1.824e+00 1/s, time 5.482e-01 s
Direct: rate 1.331e-12 1/s, time 7.514e+11 s
Direct time = 2.381e+04 years
Two-step rate / direct rate = 1.371e+12
Full log ratio ln(nu/k_two)/ln(nu/k_dir) = 0.5121
Ten years = 3.1558e+08 s
Ten-year thickness, direct = 4.321 nm
Ten-year thickness, two-step = 8.522 nm
Return hop: best position = 2.5303 nm
Return hop: rate factor = 0.7071
Relaxation energy = 1.0 eV, activation = 0.250 eV
Relaxation, both hops: rate factor = 3.024e-04
Relaxation, both hops: ten-year d = 7.107 nm
Relaxation, first hop only: best x = 2.1463 nm
Relaxation, first hop only: factor = 1.739e-02
Field = 1.0 MV/cm, drop across oxide = 0.50 eV
Field / rough breakdown field = 0.10
Field: full direct exponent = 54.311
Field: best position = 2.4306 nm
Field: rate factor = 4.409
Mass 0.4 m_e: rate factor = 20.56
Level 0.1 eV too high: thermal factor = 0.0391
Lateral offset 1.0 nm: rate factor = 0.1984
Trap density = 1e+18 1/cm3
Mean number of well-placed traps per electron = 7.22e-04
Thermal emission over barrier = 6.40e-23 1/s
Barrier from receiving band edge = 3.1 eV
Bound on receiving-state occupation = 3.58e-09
```
